# The Fock Expansion for Two-Electron S States and Its Logarithms: a numerical check

```python
"""
Result under test: for two electrons in an S state the series
    Psi = sum_k sum_p R^k (ln R)^p psi_kp(alpha, theta)
obeys
 (Lambda2 - k(k+4)) psi_kp = 2(k+2)(p+1) psi_k,p+1 + (p+1)(p+2) psi_k,p+2
                             - 2 v psi_k-1,p + 2 E psi_k-2,p
and contains no power p > k/2.
Symbols: r1 = R cos(alpha/2), r2 = R sin(alpha/2), theta = angle between the
position vectors, u = r12/R, X = cos(alpha), W = sin(alpha) cos(theta),
v = R * (potential energy), Lambda2 = angular operator with eigenvalues
K(K+4), K = 2n. Atomic units; Z = nuclear charge, E = energy.
Angular inner product: weight sin(alpha)^2 sin(theta) d alpha d theta.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.special import eval_gegenbauer, eval_legendre

Z = 2.0
E = -3.0
pi = np.pi


# ---------- Cartesian side: six-dimensional Laplacian by differences ----------
def laplacian6(func, point, h=0.004):
    total = 0.0
    for axis in range(6):
        step = np.zeros(6)
        step[axis] = h
        total += (-func(point + 2*step) + 16*func(point + step)
                  - 30*func(point) + 16*func(point - step)
                  - func(point - 2*step)) / (12*h*h)
    return total


def hyper(point):
    a, b = point[:3], point[3:]
    r1, r2 = np.linalg.norm(a), np.linalg.norm(b)
    return np.hypot(r1, r2), 2*np.arctan2(r2, r1), np.arccos(a @ b/(r1*r2))


points = [np.array([0.7, -0.4, 0.5, -0.3, 0.8, 0.6]),
          np.array([1.1, 0.3, -0.2, 0.4, -0.7, 0.5])]

# Hyperspherical Laplacian on a function with no special symmetry
R_, a_, t_ = sp.symbols("R alpha theta", positive=True)
trial = R_**3*sp.log(R_)*sp.exp(sp.sin(a_)*sp.cos(t_) + sp.cos(a_)/3)
angular_part = 4/sp.sin(a_)**2*(
    sp.diff(sp.sin(a_)**2*sp.diff(trial, a_), a_)
    + sp.diff(sp.sin(t_)*sp.diff(trial, t_), t_)/sp.sin(t_))
hyper_lap = sp.diff(trial, R_, 2) + 5/R_*sp.diff(trial, R_) + angular_part/R_**2
trial_num = sp.lambdify((R_, a_, t_), trial, "numpy")
lap_num = sp.lambdify((R_, a_, t_), hyper_lap, "numpy")
lap_error = 0.0
for pt in points:
    cart = laplacian6(lambda x: trial_num(*hyper(x)), pt)
    form = lap_num(*hyper(pt))
    lap_error = max(lap_error, abs(cart - form)/(1 + abs(form)))
assert lap_error < 1e-6


# ---------- Angular quadrature; u as variable removes the 1/r12 singularity ----
def angular_grid(m):
    x, w = np.polynomial.legendre.leggauss(m)
    parts = []
    for start in (0.0, pi/2):
        alpha = start + pi/4*(x + 1)
        c, s = np.cos(alpha/2), np.sin(alpha/2)
        low, high = abs(c - s), c + s
        half = (high - low)/2
        u = low[:, None] + half[:, None]*(x[None, :] + 1)
        weight = (pi/4*w*half*2*np.sin(alpha))[:, None]*w[None, :]*u
        al = np.repeat(alpha[:, None], m, axis=1)
        parts.append((al.ravel(), u.ravel(), weight.ravel()))
    return [np.concatenate(items) for items in zip(*parts)]


alpha, u, weight = angular_grid(64)
c, s = np.cos(alpha/2), np.sin(alpha/2)
X, W = np.cos(alpha), 1 - u**2
cos_theta = np.clip(W/np.sin(alpha), -1, 1)
sin_theta = np.sqrt(1 - cos_theta**2)
v = -Z/c - Z/s + 1/u

# Volume element pi^2 R^5 (angular weight), checked on exp(-r1^2 - 2 r2^2)
gauss_hyper = pi**2*np.sum(weight/(c**2 + 2*s**2)**3)
assert abs(gauss_hyper - pi**1.5*(pi/2)**1.5) < 1e-9

# The three parts of v are square integrable: angular means of their squares
mean_ee = 2/pi*quad(lambda d: np.cos(d)*np.log(
    (1 + np.cos(d))/(2*np.sin(d/2)**2)), 0, pi/2)[0]
mean_en = np.sum(weight/c**2)/pi
assert abs(mean_ee - 2) < 1e-7 and abs(mean_en - 4) < 1e-9

# ---------- Spectrum of Lambda2 by diagonalization in powers of X and W -------
values, d_alpha, d_theta = [], [], []
for n in range(4):
    for j in range(n + 1):
        i = n - j
        dX = i*X**max(i - 1, 0)*W**j
        dW = j*X**i*W**max(j - 1, 0)
        values.append(X**i*W**j)
        d_alpha.append(-np.sin(alpha)*dX + np.cos(alpha)*cos_theta*dW)
        d_theta.append(-sin_theta*dW)
values, d_alpha, d_theta = map(np.array, (values, d_alpha, d_theta))
form = 4*((d_alpha*weight) @ d_alpha.T + (d_theta*weight) @ d_theta.T)
spectrum = eigh(form, (values*weight) @ values.T, eigvals_only=True)
expected = np.concatenate([[2*n*(2*n + 4)]*(n + 1) for n in range(4)])
assert np.allclose(spectrum, expected, atol=1e-8)


# ---------- Explicit harmonics -------------------------------------------------
def raw_harmonic(n, l, al, x):
    return (np.sin(al)**l*eval_gegenbauer(n - l, l + 1.0, np.cos(al))
            * eval_legendre(l, x))


def build_basis(nmax, exchange_even):
    labels = [(n, l) for n in range(nmax + 1) for l in range(n + 1)
              if not exchange_even or (n - l) % 2 == 0]
    Y = np.array([raw_harmonic(n, l, alpha, cos_theta) for n, l in labels])
    norms = 1/np.sqrt(np.sum(weight*Y**2, axis=1))
    Y *= norms[:, None]
    assert np.allclose((Y*weight) @ Y.T, np.eye(len(Y)), atol=1e-9)
    return labels, norms, (Y*(weight*v)) @ Y.T


for n in range(5):
    for l in range(n + 1):
        def solid(x, n=n, l=l):
            R, al, th = hyper(x)
            return R**(2*n)*raw_harmonic(n, l, al, np.cos(th))
        for pt in points:
            assert abs(laplacian6(solid, pt)) < 1e-5*(1 + hyper(pt)[0]**(2*n))

labels, norms, V = build_basis(3, False)
K_levels = np.array([2*n for n, l in labels])


def level_sum(n, al, x):
    return sum((norms[i]*raw_harmonic(n, lab[1], al, x))**2
               for i, lab in enumerate(labels) if lab[0] == n)


for n in range(4):
    ceiling = (n + 1)**2/pi
    assert abs(level_sum(n, 0.0, 1.0) - ceiling) < 1e-9
    assert abs(level_sum(n, pi/2, 1.0) - ceiling) < 1e-9
    for al in np.linspace(0.1, 3.0, 9):
        for x in np.linspace(-1, 1, 9):
            assert level_sum(n, al, x) <= ceiling + 1e-9


# ---------- All log-power solutions, without the recurrence or the bound -------
def all_solutions(levels, V, energy, kmax, pmax):
    # d/dt with t = ln R acts on R^k t^p; R^2 (Psi'' + 5 Psi'/R) = (D^2+4D) Psi
    ip, ik = np.eye(pmax + 1), np.eye(kmax + 1)
    lower = np.diag(np.arange(1.0, pmax + 1), 1)
    D = np.kron(np.diag(np.arange(kmax + 1.0)), ip) + np.kron(ik, lower)
    timesR = np.kron(np.eye(kmax + 1, k=-1), ip)
    ia = np.eye(len(levels))
    op = (np.kron(D @ D + 4*D, ia)
          - np.kron(np.eye(len(D)), np.diag(levels*(levels + 4.0)))
          - 2*np.kron(timesR, V) + 2*energy*np.kron(timesR @ timesR, ia))
    _, sing, vh = np.linalg.svd(op)
    null = vh[sing < 1e-10*sing[0]]
    return null.T.reshape(kmax + 1, pmax + 1, len(levels), len(null))


solutions = all_solutions(K_levels, V, E, 6, 5)
n_solutions = solutions.shape[-1]
assert n_solutions == len(labels)
beyond = max(np.abs(solutions[k, p]).max()
             for k in range(7) for p in range(6) if 2*p > k)
assert beyond < 1e-8

# Too few logarithms force psi_00 to vanish
no_log = np.abs(all_solutions(K_levels, V, E, 2, 0)[0, 0]).max()
one_log = np.abs(all_solutions(K_levels, V, E, 4, 1)[0, 0]).max()
assert no_log < 1e-8 and one_log < 1e-8

# Counterfactual: same coupling, but levels K = 0, 1, 2, 3 including odd ones
fake = all_solutions(K_levels//2, V, E, 6, 5)
fake_ratio = np.linalg.norm(fake[1, 1])/np.linalg.norm(fake[0, 0])
fake_predicted = np.linalg.norm(V[K_levels == 2, 0])/3
assert fake_ratio > 0.01 and abs(fake_ratio - fake_predicted) < 1e-8


# ---------- The recurrence -----------------------------------------------------
def fock_coefficients(levels, V, energy, kmax):
    zero = np.zeros(len(levels))
    first = zero.copy()
    first[0] = np.sqrt(pi)          # makes psi_00 = 1
    coef = {(0, 0): first}

    def get(k, p):
        return coef.get((k, p), zero)
    for k in range(1, kmax + 1):
        resonant = levels == k
        gap = levels*(levels + 4.0) - k*(k + 4.0)
        for p in range(k//2, -1, -1):
            source = (2*(k + 2)*(p + 1)*get(k, p + 1)
                      + (p + 1)*(p + 2)*get(k, p + 2)
                      - 2*V @ get(k - 1, p) + 2*energy*get(k - 2, p))
            new = zero.copy()
            new[~resonant] = source[~resonant]/gap[~resonant]
            if p > 0:               # solvability of the equation at p - 1
                fixed = (2*V @ get(k - 1, p - 1) - 2*energy*get(k - 2, p - 1)
                         - p*(p + 1)*get(k, p + 1))/(2*(k + 2)*p)
                new[resonant] = fixed[resonant]
            coef[k, p] = new        # free resonant part at p = 0 set to zero
    return coef


small = fock_coefficients(K_levels, V, E, 45)
other_energy = fock_coefficients(K_levels, V, E + 2, 6)
for q in (1, 2, 3):
    top = small[2*q, q]
    assert np.allclose(top, other_energy[2*q, q], atol=1e-12)
    # every solution, whatever its free constants, has the same leading log
    assert np.allclose(solutions[2*q, q],
                       np.outer(top, solutions[0, 0, 0])/np.sqrt(pi), atol=1e-9)
    chain = V @ small[2*q - 1, q - 1]/(2*q*(q + 1))
    assert np.allclose(top, np.where(K_levels == 2*q, chain, 0), atol=1e-12)


# Summed series against numerical integration of the coupled radial equations
def series(coef, R):
    L = np.log(R)
    value = sum(f*R**k*L**p for (k, p), f in coef.items())
    slope = sum(f*R**k*(k*L**p + p*L**max(p - 1, 0))
                for (k, p), f in coef.items())
    return np.concatenate([value, slope])


def radial_rhs(t, y):
    R = np.exp(t)
    F, G = np.split(y, 2)
    return np.concatenate([G, -4*G + K_levels*(K_levels + 4)*F
                           + 2*R*(V @ F) - 2*E*R*R*F])


R_start, R_end = 0.2, 1.0
run = solve_ivp(radial_rhs, (np.log(R_start), np.log(R_end)),
                series(small, R_start), method="DOP853", rtol=1e-11, atol=1e-13)
target = series(small, R_end)
ode_error = np.linalg.norm(run.y[:, -1] - target)/np.linalg.norm(target)
assert run.success and ode_error < 1e-7


# ---------- First order and first logarithm -----------------------------------
def first_order(x):
    r1, r2 = np.linalg.norm(x[:3]), np.linalg.norm(x[3:])
    return -Z*(r1 + r2) + np.linalg.norm(x[:3] - x[3:])/2


for pt in points:
    r1, r2 = np.linalg.norm(pt[:3]), np.linalg.norm(pt[3:])
    potential = -Z/r1 - Z/r2 + 1/np.linalg.norm(pt[:3] - pt[3:])
    assert abs(laplacian6(first_order, pt) - 2*potential) < 1e-6

# l = 1 parts of r12 and 1/r12 for r_less < r_greater
xg, wg = np.polynomial.legendre.leggauss(80)
less, greater = 0.5, 1.3
dist = np.sqrt(less**2 + greater**2 - 2*less*greater*xg)
assert abs(np.sum(wg*xg*dist) - 2/3*(less**3/(5*greater**2) - less)) < 1e-11
assert abs(np.sum(wg*xg/dist) - 2/3*less/greater**2) < 1e-11

psi10 = -Z*(c + s) + u/2
overlap = np.sum(weight*W*v*psi10)
norm_W = np.sum(weight*W**2)
c21_quadrature = 2*overlap/(8*norm_W)
c21_formula = -Z*(pi - 2)/(3*pi)
assert abs(norm_W - pi/4) < 1e-10
assert abs(c21_quadrature - c21_formula) < 1e-10
assert abs(np.sum(weight*X*v*psi10)) < 1e-10
reduced = quad(lambda f: (np.cos(f) + np.sin(f))*(
    np.sin(f)**5/10 - np.sin(f)**3*np.cos(f)**2/2
    + np.sin(f)**4*np.cos(f)), 0, pi/4)[0]
assert abs(reduced - (pi - 2)/64) < 1e-12
assert abs(-64*Z/3*reduced - overlap) < 1e-10

# ---------- Large exchange-even basis: psi_21 again, and psi_42 ---------------
big_labels, big_norms, big_V = build_basis(24, True)
big_K = np.array([2*n for n, l in big_labels])


def logs_from_basis(nmax):
    keep = big_K <= 2*nmax
    coef = fock_coefficients(big_K[keep], big_V[np.ix_(keep, keep)], E, 4)
    i11, i20, i22 = (big_labels.index(x) for x in ((1, 1), (2, 0), (2, 2)))
    c21 = coef[2, 1][i11]*big_norms[i11]
    a = coef[4, 2][i20]*big_norms[i20]
    b = coef[4, 2][i22]*big_norms[i22]
    # psi_42 = A (4 X^2 - 1) + B (4 W^2 - 1)
    return c21, np.array([a + b/8, 3*b/8])


c21_12, AB_12 = logs_from_basis(12)
c21_24, AB_24 = logs_from_basis(24)
assert abs(c21_24 - c21_formula) < 3e-4
change42 = np.linalg.norm(AB_24 - AB_12)/np.linalg.norm(AB_24)
assert change42 < 0.02

# ---------- Worked point: electrons on opposite sides of the nucleus ----------
r_each = 0.1
R0 = np.sqrt(2)*r_each
X0, W0 = 0.0, -1.0
log_R0 = np.log(R0)
term10 = -Z*2*r_each + (2*r_each)/2
term21 = R0**2*log_R0*c21_formula*W0
psi42_0 = AB_24[0]*(4*X0**2 - 1) + AB_24[1]*(4*W0**2 - 1)
term42 = R0**4*log_R0**2*psi42_0

print(f"nuclear charge Z = {Z:.1f}")
print(f"energy parameter E = {E:.1f} hartree")
print(f"Laplacian test, largest scaled error = {lap_error:.1e}")
print("Lambda2 eigenvalues =", " ".join(f"{abs(x):.3f}" for x in spectrum))
print(f"angular mean of (R/r12)^2 = {mean_ee:.6f}")
print(f"angular mean of (R/r1)^2 = {mean_en:.6f}")
print(f"angular functions in small basis = {len(labels)}")
print("log-power search: k up to 6, p up to 5")
print(f"independent solutions found = {n_solutions}")
print(f"largest coefficient with p > k/2 = {beyond:.1e}")
print(f"largest psi_00, no logs, k up to 2 = {no_log:.1e}")
print(f"largest psi_00, p up to 1, k up to 4 = {one_log:.1e}")
print(f"odd K allowed: norm ratio psi_11/psi_00 = {fake_ratio:.6f} bohr^-1")
print(f"radial integration from R = {R_start} to {R_end} bohr")
print(f"series against integration, relative error = {ode_error:.1e}")
print(f"overlap <W|v psi_10> = {overlap:.8f} bohr^-2")
print(f"norm <W|W> = {norm_W:.8f}")
print(f"psi_21/W by quadrature = {c21_quadrature:.8f} bohr^-2")
print(f"psi_21/W by closed form = {c21_formula:.8f} bohr^-2")
print(f"psi_21/W by recurrence, n up to 12 = {c21_12:.6f} bohr^-2")
print(f"psi_21/W by recurrence, n up to 24 = {c21_24:.6f} bohr^-2")
print("psi_42 = A(4X^2-1) + B(4W^2-1)")
print(f"A, n up to 12 = {AB_12[0]:.4e} bohr^-4")
print(f"A, n up to 24 = {AB_24[0]:.4e} bohr^-4")
print(f"B, n up to 12 = {AB_12[1]:.4e} bohr^-4")
print(f"B, n up to 24 = {AB_24[1]:.4e} bohr^-4")
print(f"relative change of (A,B), 12 to 24 = {change42:.1e}")
print(f"worked point: r1 = r2 = {r_each} bohr, theta = 180 degrees")
print(f"R = {R0:.6f} bohr")
print(f"ln R (R in bohr) = {log_R0:.6f}")
print(f"R psi_10 = {term10:.6f}")
print(f"R^2 ln R psi_21 = {term21:.6f}")
print(f"psi_42 at this point = {psi42_0:.4e} bohr^-4")
print(f"R^4 (ln R)^2 psi_42 = {term42:.3e}")
print("success")
```

It prints:

```
nuclear charge Z = 2.0
energy parameter E = -3.0 hartree
Laplacian test, largest scaled error = 1.1e-11
Lambda2 eigenvalues = 0.000 12.000 12.000 32.000 32.000 32.000 60.000 60.000 60.000 60.000
angular mean of (R/r12)^2 = 2.000000
angular mean of (R/r1)^2 = 4.000000
angular functions in small basis = 10
log-power search: k up to 6, p up to 5
independent solutions found = 10
largest coefficient with p > k/2 = 1.1e-13
largest psi_00, no logs, k up to 2 = 1.5e-16
largest psi_00, p up to 1, k up to 4 = 6.1e-14
odd K allowed: norm ratio psi_11/psi_00 = 0.160056 bohr^-1
radial integration from R = 0.2 to 1.0 bohr
series against integration, relative error = 2.6e-11
overlap <W|v psi_10> = -0.76106177 bohr^-2
norm <W|W> = 0.78539816
psi_21/W by quadrature = -0.24225349 bohr^-2
psi_21/W by closed form = -0.24225349 bohr^-2
psi_21/W by recurrence, n up to 12 = -0.242196 bohr^-2
psi_21/W by recurrence, n up to 24 = -0.242245 bohr^-2
psi_42 = A(4X^2-1) + B(4W^2-1)
A, n up to 12 = 2.1944e-03 bohr^-4
A, n up to 24 = 2.1950e-03 bohr^-4
B, n up to 12 = 2.1911e-03 bohr^-4
B, n up to 24 = 2.1945e-03 bohr^-4
relative change of (A,B), 12 to 24 = 1.1e-03
worked point: r1 = r2 = 0.1 bohr, theta = 180 degrees
R = 0.141421 bohr
ln R (R in bohr) = -1.956012
R psi_10 = -0.300000
R^2 ln R psi_21 = -0.009477
psi_42 at this point = 4.3885e-03 bohr^-4
R^4 (ln R)^2 psi_42 = 6.716e-06
success
```
